# How thinning a silica barrier by 0.1 nm changes direct tunnelling

**Question**

I am working on a silicon/silica/silicon gate stack. The exercise gives a tunnelling mass of 0.42 electron masses and a barrier of 3.1 eV, and asks me to show that making the oxide 0.1 nm thinner raises the WKB direct-tunnelling transmission about 3.2 times.

I have three problems. No starting thickness is given, and I don't see how the answer can avoid depending on it. When I expand the exponential to first order, I get a factor of about 2.2. And a working gate has a voltage across the oxide, which the exercise never mentions. Is the claim true as it stands, and how far can I trust it for a 2 nm oxide?

**Answer**

The claim is true for a flat barrier, meaning no voltage across the oxide. The starting thickness cancels, and the first-order expansion fails because the change in the exponent is larger than one. A voltage lowers the factor noticeably, as shown below.

**Setting up**

I use atomic units in the algebra ($\hbar=m_e=e=1$), so $m=0.42$ is a pure number and a voltage drop $V$ is also an energy. The electron comes from silicon at normal incidence with energy $E$ close to the conduction-band edge. The oxide fills $0<x<d$, and its conduction-band edge $U$ lies $\varphi=U-E=3.1$ eV above the electron's energy. In the oxide

$$-\frac{1}{2m}\psi''+U\psi=E\psi\quad\Rightarrow\quad \psi''=\kappa^2\psi,\qquad \kappa=\sqrt{2m\varphi}.$$

For a barrier that varies with $x$, write $\psi=\exp\left(\int s\,dx\right)$. Then $\psi''=(s'+s^2)\psi$, so $s'+s^2=\kappa^2$. If $\kappa$ varies slowly, the leading decaying solution is $s=-\kappa$. Put $s=-\kappa+s_1$ and keep first-order terms: $-\kappa'-2\kappa s_1=0$, so $s_1=-\kappa'/(2\kappa)$. Hence

$$\psi\propto\frac{1}{\sqrt{\kappa}}\exp\left(-\int\kappa\,dx\right),\qquad T\propto e^{-S},\qquad S=2\int_0^d\kappa\,dx.$$

The 2 in $S$ appears because transmission goes as the square of the amplitude. The WKB transmission of the exercise is the factor $e^{-S}$, which for a flat barrier is $e^{-2\kappa d}$.

**The ratio**

Thin the oxide by $\Delta$ at fixed $\varphi$ and $m$:

$$R=\frac{T(d-\Delta)}{T(d)}=\frac{e^{-2\kappa(d-\Delta)}}{e^{-2\kappa d}}=e^{2\kappa\Delta}.$$

The thickness $d$ has gone: each slice of a flat barrier attenuates by the same factor, so removing one slice gives that factor back.

Now the numbers. The barrier is $3.1/27.2114=0.1139$ hartree, so

$$\kappa=\sqrt{2(0.42)(0.1139)}=0.3093\ \text{per bohr}.$$

Dividing by the Bohr radius, 0.052918 nm, gives $\kappa=5.846$ nm⁻¹, or 0.5846 Å⁻¹. Then

$$2\kappa\Delta=2(5.846)(0.1)=1.169,\qquad R=e^{1.169}=3.22.$$

Your first-order estimate is $1+1.169=2.17$. It needs $2\kappa\Delta\ll1$, which does not hold here. A factor of ten takes $\ln10/(2\kappa)=0.197$ nm.

For thinning from 2.0 to 1.9 nm, the exponent falls from 23.38 to 22.21, and the WKB factor rises from $7.0\times10^{-11}$ to $2.25\times10^{-10}$.

**Does the missing prefactor matter?**

WKB does not describe the abrupt faces, but the flat barrier can be solved fully. The quantities continuous at each face are $\psi$ and $J=\psi'/\text{mass}$. Define $v=k/m_{\rm Si}$ and $w=\kappa/m$, where $k$ is the wave number in silicon. Let the transmitted wave have amplitude $t$ at $x=d$, so that $\psi(d)=t$ and $J(d)=ivt$. Carrying the solution back through the oxide gives

$$\psi(0)=t\left[\cosh\kappa d-\frac{iv}{w}\sinh\kappa d\right],\qquad J(0)=t\left[iv\cosh\kappa d-w\sinh\kappa d\right].$$

On the silicon side, an incident wave of unit amplitude and a reflected wave $r$ give $\psi(0)=1+r$ and $J(0)=iv(1-r)$. Adding $\psi(0)$ and $J(0)/(iv)$ removes $r$:

$$2=t\left[2\cosh\kappa d+i\left(\frac{w}{v}-\frac{v}{w}\right)\sinh\kappa d\right].$$

With silicon on both sides at the same potential, $T=|t|^2$. Take the squared modulus, use $\cosh^2=1+\sinh^2$, and set $\beta=v/w$:

$$T=\frac{1}{1+A\sinh^2\kappa d},\qquad A=\frac14\left(\beta+\frac1\beta\right)^2.$$

For $\kappa d\gg1$ and $A\ge1$, $\sinh^2\kappa d\approx e^{2\kappa d}/4$ and $T\approx(4/A)e^{-2\kappa d}$. The prefactor $4/A$ does not contain $d$, so it cancels in $R$. To see what is left over, write the denominator in full:

$$1+A\sinh^2\kappa d=\frac A4e^{2\kappa d}\left[1+\left(\frac4A-2\right)e^{-2\kappa d}+e^{-4\kappa d}\right].$$

The correction to the ratio is therefore of order $e^{-2\kappa(d-\Delta)}$, which is negligible near 2 nm.

Direct numerical integration of the wave equation, for an electron with kinetic energy 0.026 eV, agrees: for starting thicknesses of 1, 2 and 3 nm, the ratio matches $e^{2\kappa\Delta}$ to within one part in $10^4$. The rule does fail for extremely thin layers. Going from 0.2 to 0.1 nm in the same model gives 5.36, because the growing exponential in $\sinh$ is no longer dominant. A continuum barrier that thin is a mathematical check, not a real oxide.

**With a voltage across the oxide**

Let the barrier slope down towards the exit, with height $\varphi-Vx/d$ above the electron's energy and $V<\varphi$, so the electron still tunnels through the whole oxide. Substitute $u=\varphi-Vx/d$, $dx=-(d/V)\,du$:

$$S=2\int_0^d\sqrt{2m\left(\varphi-\frac{Vx}{d}\right)}\,dx=\frac{2\sqrt{2m}\,d}{V}\int_{\varphi-V}^{\varphi}\sqrt u\,du=\frac{4\sqrt{2m}\,d}{3V}\left[\varphi^{3/2}-(\varphi-V)^{3/2}\right].$$

As $V\to0$, the bracket tends to $\tfrac32\sqrt\varphi\,V$ and $S\to2\kappa d$, as it should.

You must now say what is held fixed while the oxide is thinned. Take 1 V across 2.0 nm, a field of 5 MV/cm.

- **Fixed voltage.** $S$ is proportional to $d$, so $R=e^{S\Delta/d}$. The average $\kappa$ is below its flat-barrier value, and $R=2.91$. The field rises to 5.26 MV/cm.
- **Fixed field** $F=V/d$. The barrier profile $\varphi-Fx$ stays put and only its end is cut off:

$$S(d)-S(d-\Delta)=2\int_{d-\Delta}^{d}\sqrt{2m(\varphi-Fx)}\,dx.$$

The slice removed is the lowest part of the barrier, so the gain is smaller: 2.63 from the exponent. The voltage falls to 0.95 V.

At fixed field, the prefactor no longer cancels completely. For the flat barrier, $4/A=[4vw/(v^2+w^2)]^2$, one factor $4vw/(v^2+w^2)$ for each face. With a voltage, each face takes its own local $v$ and $w$. At fixed field the exit values change as $d$ changes, which brings the ratio down to 2.57 for a silicon mass of 0.92 on both sides; the size of this correction depends on the mass at the exit, and an exit mass of 0.19 removes it, leaving 2.63. Integrating the wave equation also gives 2.57, and it gives 2.91 at fixed voltage.

**How this compares with a real gate oxide**

A barrier near 3.1 eV and a fitted parabolic mass near 0.4 are rough typical values for electrons entering silica from silicon, and 2 nm is a realistic thickness for a thin gate oxide. But 0.1 nm is less than an atomic layer, so $d$ has to be read as a mean thickness. The flat-barrier factor carries over to the average transmission if the whole spread of local thicknesses shifts down by 0.1 nm, because every part then gains the same factor. It does not carry over to every change in the mean. Suppose a uniform film loses a whole layer of thickness $a$ over a fraction $f$ of its area, with $fa=0.1$ nm and $0<f<1$. If the patches transmit independently, the average rises by $1+f(e^{2\kappa a}-1)$, which is larger than $e^{2\kappa fa}$ because the exponential is convex. For $a=0.3$ nm and $f=1/3$ the factor is about 12, not 3.2.

For an oxide of uniform thickness and the fitted parabolic mass, zero oxide voltage matters most among the assumptions sized here: 1 V lowers the factor by about 10% at fixed voltage and 20% at fixed field, relative to 3.22. The other effects, sized with rough silicon and silica parameters, are these.

*Confinement.* The field binds electrons at the silicon surface. For a triangular well with a hard wall, the lowest level is

$$E_0=2.338\left(\frac{F_{\rm Si}^2}{2m_z}\right)^{1/3},\qquad F_{\rm Si}=F\,\frac{\varepsilon_{\rm ox}}{\varepsilon_{\rm Si}},$$

where 2.338 is the magnitude of the first zero of the Airy function and $m_z=0.92$. The field relation assumes no charge at the interface. This gives 0.245 eV, an upper-side estimate, since the field in silicon weakens away from the surface. The barrier seen by the electron is lower by $E_0$, which reduces the gain from the exponent. At fixed voltage, thinning also raises $E_0$ to 0.254 eV, which offsets part of that reduction, and the exponent gives 2.86 instead of 2.91. The face factors rise with $E_0$ too. Including them, with $E_0$ as the kinetic energy at the entrance, brings the ratio back to about 2.92, so confinement hardly changes $R$ here.

*Image force.* Silicon polarizes more strongly than silica, so the electron is attracted to both faces and the barrier is rounded. With no voltage, a classical image model with relative permittivities 11.7 for silicon and 2.1 (the optical value) for silica multiplies the WKB factor $e^{-S}$ by about 14 at 2.0 nm (the output's "gain in T itself" means this factor), yet $R$ changes only to 3.15. The reason is scaling: the image energy has the form $g(x/d)/d$, so its area across the oxide would not depend on $d$ at all, were it not for the $1/x$ rise at the faces. Cutting that rise off at a fixed small distance leaves a weak logarithmic dependence. The factor of 14 is not the gain in the full transmission, because rounding the barrier also changes the prefactor. It is also less secure than the ratio, because the classical image law is doubtful very close to a face and the result is sensitive to the permittivity: the static silica value 3.9 gives a factor of about 3.3 and $R=3.19$. If the 3.1 eV was fitted to data without an image term, part of this effect is already in the fit.

*Motion along the interface.* Suppose the electron has energy $\epsilon$ in this motion, with silicon mass $m_t=0.19$, and $\varphi$ is measured from the band edge. Conserving energy and parallel momentum gives $\kappa^2=2m(\varphi-\epsilon)+2m_t\epsilon$. For $\epsilon=k_BT$ at 300 K, $R=3.21$, a negligible change. At 5 MV/cm the surface layer can hold about $10^{13}$ electrons per cm² and is degenerate, with $\epsilon$ up to about 0.07 eV; even then $R=3.20$.

With 1 V held fixed, confinement and the image force together, the exponent alone gives a factor of about 2.8, which the prefactor raises slightly.

**What the 0.42 means**

The meaning of the mass matters as much as the voltage. Deep in the gap, the oxide's dispersion bends away from a parabola. A symmetric two-band model, with energy $\mathcal E$ measured from the conduction-band edge, has

$$\mathcal E(\mathcal E+E_g)=\frac{E_g}{2m}k^2,$$

which reduces to $\mathcal E=k^2/2m$ near the edge. Setting $\mathcal E=-\varphi$ and $k=i\kappa$ gives

$$\kappa^2=2m\varphi\left(1-\frac{\varphi}{E_g}\right).$$

With a rough silica gap of 9 eV and 0.42 taken as the band-edge mass, $R$ would be 2.58. The value 3.22 belongs to the reading in your exercise, where 0.42 is an effective parabolic mass for the whole barrier. Don't apply the two-band correction on top of a mass that was fitted with the parabolic formula, or you will count the bending twice.

Finally, $R$ is a ratio of transmissions. The gate current also depends on how many electrons reach the oxide and how often. At fixed voltage, thinning raises the field and so changes that supply, which means that even a correct $R$ is not yet the ratio of currents. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Tunnelling mass (electron masses): 0.42
Barrier above electron energy: 3.1 eV
Thickness before, after: 2.0, 1.9 nm
Hartree energy: 27.2114 eV; Bohr radius: 0.052918 nm
Barrier in atomic units: 0.11392 hartree
kappa in atomic units: 0.30935 per bohr
kappa: 5.8458 per nm = 0.58458 per angstrom
Exponent change 2*kappa*delta: 1.1692
RATIO, WKB flat barrier: 3.2193
Linear estimate 1+2*kappa*delta: 2.169
Thickness per decade: 0.1969 nm
Exponent 2*kappa*d before: 23.383
Exponent 2*kappa*d after: 22.214
WKB factor before: 6.995e-11
WKB factor after: 2.252e-10
Ratio, wave equation, flat barrier: 3.2193
Ratio, wave equation, 0.2 to 0.1 nm: 5.358
Silicon normal, parallel mass: 0.92, 0.19
Permittivity Si, oxide, oxide fast: 11.7, 3.9, 2.1
Silica gap: 9.0 eV
Temperature: 300 K; kT: 0.02585 eV
Oxide voltage in comparison: 1.0 V
Oxide field before: 5.00 MV/cm
Oxide field after, fixed voltage: 5.26 MV/cm
Oxide voltage after, fixed field: 0.95 V
Ratio, fixed voltage, WKB exponent: 2.913
Ratio, fixed voltage, wave equation: 2.913
Ratio, fixed field, WKB exponent: 2.633
Ratio, fixed field, WKB with faces: 2.571
Ratio, fixed field, wave equation: 2.571
Confined level before, after: 0.2450, 0.2535 eV
Ratio, fixed voltage + confinement: 2.864
Ratio, image force, no voltage: 3.146
Image-force gain in T itself at 2.0 nm: 14.02
Ratio, two-band, 0.42 as edge mass: 2.577
Ratio, parallel motion with energy kT: 3.2107
Ratio, voltage+confinement+image: 2.797
```
